# Angle-averaged Poole-Frenkel emission from a Coulomb trap, part 2

An electron escapes classically from a Coulomb trap over a barrier lowered by a uniform field. Atomic units are used in the algebra, so $\hbar$, the electron mass and the elementary charge are one, and $kT$ is an energy. The emptied trap has charge $+Z$, the relative permittivity is $\varepsilon$, and the force on the electron has magnitude $F$ and points along $z$. At distance $r$ and polar angle $\theta$, with $c=\cos\theta$,

$$
U(r,\theta)=-\frac{Z}{\varepsilon r}-Fr\cos\theta .
$$

The trap level is held at $-\Phi$, where $\Phi$ is the zero-field barrier. A forward ray has its maximum at $r_m(\theta)=\sqrt{Z/(\varepsilon Fc)}$. On the axis this is the saddle, $r_s=\sqrt{Z/(\varepsilon F)}$, with energy $-\Delta$, where $\Delta=2\sqrt{ZF/\varepsilon}$. The curvature there is $-2Z/(\varepsilon r_s^3)$ along the axis and $Z/(\varepsilon r_s^3)$ across it.

With $\gamma=\Delta/kT$ and attempt rate $\nu$ spread equally over solid angle, Hartke's model, whose backward hemisphere keeps its zero-field rate, gives

$$
e_{3D}=\nu e^{-\Phi/kT}R(\gamma),\qquad
R(\gamma)=\frac12+\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}.
$$

For $\gamma<0.01$ the series is

$$
R=1+\frac\gamma3+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}
+\frac{\gamma^4}{144}+\cdots ,
$$

and at large $\gamma$ the logarithmic form is

$$
\ln R=\gamma+\ln\left[\frac{\gamma-1}{\gamma^2}
+e^{-\gamma}\left(\frac12+\frac1{\gamma^2}\right)\right].
$$

The one-dimensional Frenkel rate replaces $R$ by $e^\gamma$; a two-ended line has $R_{1D,2}=(1+e^\gamma)/2$. At high field $R/e^\gamma\simeq(\gamma-1)/\gamma^2\simeq1/\gamma$. At one temperature the reduction equals a barrier increase $kT\ln(e^\gamma/R)$.

Half of the forward emission lies within $\theta_{1/2}$:

$$
(\gamma s_h-1)e^{\gamma s_h}
=\frac12\left[(\gamma-1)e^\gamma-1\right],\qquad
\theta_{1/2}=\arccos(s_h^2).
$$

The narrow-cone formula is $\theta_{1/2}\simeq2\sqrt{\ln2/\gamma}$.

The local slope is $m=d\ln R/d\gamma$, with

$$
\frac{dR}{d\gamma}=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3}.
$$

A one-dimensional reading reports $\varepsilon_{app}=\varepsilon/m^2$, and the activation energy is $E_a=\Phi-m\Delta$. The thermal flux $S$ through the sphere $r=r_s$ instead has slope

$$
\frac{d\ln S}{d\gamma}=\frac1{1-e^{-\gamma}}-\frac3\gamma .
$$

### Worked example

The parameters are rough values in the regime of hafnium dioxide: optical permittivity 4, $Z=1$, trap depth 1.0 eV, attempt rate $10^{13}\ \mathrm{s^{-1}}$, film thickness 10 nm, temperature 400 K and field 0.50 MV/cm.

For calculation in eV and nm, define $a=Z(1.4400\ \mathrm{eV\,nm})/\varepsilon$. Here $a=0.3600$ eV nm. A field of 1 MV/cm exerts a force of 0.1 eV/nm on one electron, so $F=0.050$ eV/nm. Then

$$
\Delta=2\sqrt{aF}=2\sqrt{0.3600\times0.050}
=0.2683\ \mathrm{eV},
$$

$$
r_s=\sqrt{\frac{0.3600}{0.050}}=2.683\ \mathrm{nm},\qquad
\gamma=\frac{0.2683}{0.03447}=7.784 .
$$

The lowering is 0.009861 hartree. The Frenkel factor is $e^\gamma=2402.9$, and the angular average, with one more digit of $\gamma$ kept, is

$$
R=\frac12+\frac{1+6.7845\times2402.9}{7.7845^2}=269.5 .
$$

The ratio $R/e^\gamma$ is 0.1122. The high-field form $(\gamma-1)/\gamma^2$ gives 0.1120, while the leading form $1/\gamma$ gives 0.1285. Against the two-ended line the ratio is 0.2243.

The zero-field rate is $10^{13}\exp(-1.0/0.03447)=2.5\ \mathrm{s^{-1}}$. Multiplication by the field factors gives about $6.0\times10^3\ \mathrm{s^{-1}}$ for Frenkel, $3.0\times10^3\ \mathrm{s^{-1}}$ for the two-ended line and $6.8\times10^2\ \mathrm{s^{-1}}$ for Hartke. The Frenkel rate is thus about nine times the angular average. At this one temperature the reduction equals a barrier increase of 0.075 eV.

Half of the forward emission lies within 31.6 degrees of the axis; the narrow-cone formula gives 34.2 degrees. The cone is still broad, although the high-field ratio is already accurate.

The local slope is $m=0.8888$, and a one-dimensional reading would report a permittivity of $4/0.8888^2=5.06$. The activation energy is $1.0-0.8888\times0.2683=0.76$ eV, against 0.73 eV for Frenkel. With the saddle-sphere prefactor the slope would be 0.6150, and the same reading would give $4/0.6150^2=10.6$. The inferred permittivity therefore depends strongly on the assumed prefactor, even when the potential is the same.

### Field sweep and tunnelling

The table holds temperature, permittivity, trap depth and mass fixed. The last column estimates the axial rate with tunnelling, divided by the classical axial rate, for an effective mass of 0.2 electron masses.

| Field (MV/cm) | $\gamma$ | $R/e^\gamma$ | Tunnelling gain |
|---:|---:|---:|---:|
| 0.25 | 5.504 | 0.1508 | 1.18 |
| 0.50 | 7.784 | 0.1122 | 1.64 |
| 1.00 | 11.009 | 0.0826 | 5.07 |
| 2.00 | 15.569 | 0.0601 | 147 |

The angular ratio changes by a factor $0.1508/0.0601=2.5$ over the sweep. A constant adjustment of the one-dimensional attempt rate cannot remove this change.

The gain follows from replacing the classical step at the barrier top by a transmission probability. Let $d$ be the energy below the top, $M$ the effective mass in electron masses, and $w(d)$ twice the tunnelling action. In the WKB estimate the transmission is $1/(1+e^w)$. The thermal population grows by $e^{d/kT}$ below the top, so the gain is

$$
K=\int_0^{\Phi-\Delta}\frac{e^{d/kT}}{1+e^{w(d)}}\frac{dd}{kT}
+\int_0^\infty\frac{e^{-y/kT}}{1+e^{-2\pi y/\omega}}\frac{dy}{kT}.
$$

The second integral covers energies $y$ above the top, with the barrier there taken as parabolic. If every electron above the top passed and none below did, the result would be one. The formula assumes a thermally populated continuum of energies down to the trap level. This is a strong assumption here. For a mass of 0.2 and a permittivity of 4, the lowest hydrogen-like level of the zero-field Coulomb well is at $-13.6\times0.2/4^2=-0.17$ eV, above the saddle energy of $-0.27$ eV at 0.50 MV/cm. The thermal wavelength at 400 K, 8.3 nm, also exceeds $r_s$. The effective Bohr radius, $\varepsilon/(ZM)$ in atomic units, is 1.06 nm and comparable with $r_s$, so the WKB action is sensitive to how the Coulomb core is treated. Adding the radial Langer term $1/(8Mr^2)$ to the potential, with the energy integral stopped at the bottom of the modified well when this lies above the trap level, changes the four gains to about 1.07, 1.34, 3.1 and 8.4. The classical rates and the gains are therefore model estimates, not predictions for a real trap.

To evaluate $w$, put $E=-\Delta-d$ and $a=Z/\varepsilon$. The turning points solve $Fr^2+Er+a=0$:

$$
r_{1,2}=\frac{-E\mp\sqrt{E^2-4aF}}{2F},\qquad
U-E=\frac{F(r-r_1)(r_2-r)}{r}.
$$

With $r=(r_1+r_2)/2+h\sin t$ and $h=(r_2-r_1)/2$, the product of the two brackets is $h^2\cos^2t$, and $dr=h\cos t\,dt$. Thus

$$
w=2\int_{r_1}^{r_2}\sqrt{2M(U-E)}\,dr
=2h^2\int_{-\pi/2}^{\pi/2}\cos^2t\sqrt{\frac{2MF}{r(t)}}\,dt .
$$

The substitution removes the square-root endpoints and suits Gauss-Legendre quadrature. In eV and nm, $2M$ under the root is replaced by $2M m_e/\hbar^2$, where $m_e$ is the electron mass.

Near the top, $U-E=d-M\omega^2x^2/2$, where $x$ is the axial distance from the saddle and $\omega^2=2Z/(\varepsilon Mr_s^3)$. The area under the resulting semi-ellipse gives $w=2\pi d/\omega$. For this parabola the integrand far below the top grows with depth when $kT<\omega/2\pi$. At 0.50 MV/cm the barrier quantum $\hbar\omega$ is 0.1192 eV, and the crossover temperature is 220 K. Since $\omega\propto r_s^{-3/2}\propto F^{3/4}$, the crossover at 2.00 MV/cm is $220\times4^{3/4}$, or about 620 K. At 400 K the trap is then well inside the tunnelling regime. The integrand at this field is largest at the trap level itself, where the integral is cut off. The value 147 therefore depends strongly on the trap depth and on the assumed continuum of energies. It is not a reliable correction factor for a trap with a single discrete level.

The gain also describes motion along the axis only. The transverse curvature is half the axial one in magnitude, so each of the two transverse modes has frequency $\omega/\sqrt2$. In the harmonic approximation their joint zero-point energy, $\hbar\omega/\sqrt2$, raises the barrier by 0.084 eV at 0.50 MV/cm and by 0.24 eV at 2.00 MV/cm. For a parabolic saddle, the classical flux is multiplied by $[(x/2)/\sinh(x/2)]^2$ with $x=\hbar\omega/(\sqrt2\,kT)$. This factor is 0.62 at the lower field and 0.048 at the higher one. These numbers belong to a parabolic saddle. In the plane $z=r_s$ the Coulomb potential forms a transverse well only $\Delta/2$ deep, which is 0.13 eV at the lower field and 0.27 eV at the higher one. The harmonic zero-point energy is comparable with this depth, so the parabolic form is not reliable here. The transverse motion opposes the axial gain, but the net quantum correction is not established by this estimate.

Thus the classical ratio becomes mathematically simpler at high field just as its physical use weakens. Within the ray model, an off-axis direction has the axial potential with $F$ replaced by $F\cos\theta$. The gain rises with force across the table, so tunnelling favours the axis and would lower the three-dimensional ratio further in this range.

### Scattering at the saddle

Let friction at rate $g$ act near the barrier, with thermal noise, so that

$$
\dot v=\omega^2x-gv+\xi .
$$

The combination $y=v+(\lambda+g)x$ obeys $\dot y=\lambda y+\xi$ if $\lambda^2+g\lambda=\omega^2$. For a start at $x=0$, the final side is decided by the sign of $v+\eta$, where $\eta=\int_0^\infty e^{-\lambda t}\xi(t)\,dt$. The thermal variance of $v$ is $\sigma^2=kT/M$. The noise strength $2g\sigma^2$ that maintains this variance gives $\eta$ the variance $2g\sigma^2/(2\lambda)=g\sigma^2/\lambda$.

The net flux that ends outside is the average of $v$ over $v+\eta>0$. For Gaussian variables this is $\sigma^2/\sqrt{2\pi(\sigma^2+g\sigma^2/\lambda)}$. The flux without recrossing is $\sigma/\sqrt{2\pi}$. Their ratio is

$$
\kappa=\sqrt{\frac{\lambda}{\lambda+g}}=\frac\lambda\omega
=\sqrt{1+\left(\frac g{2\omega}\right)^2}-\frac g{2\omega}.
$$

With $g$ taken as mean thermal speed divided by a rough mean free path of 1.0 nm, $\kappa=0.493$. Recrossing roughly halves the classical saddle flux in the example.

### Screening, neighbours and film size

The choice of permittivity matters more. With a static value of 20, $\gamma$ falls to 3.481 and $R$ to 7.24, a factor of 37 below the optical result. At the mean thermal speed the electron covers the distance $r_s$ in 9.7 fs, against 83 fs for one period of a 0.05 eV phonon. The lattice already begins to respond within the inverse angular frequency, however, which is 13 fs and close to the transit time. The transit time is itself only an estimate: the attraction of the trap makes the electron faster inside $r_s$, while scattering over a mean free path shorter than $r_s$ delays it. Optical screening is therefore an assumption of the example, and these times do not establish it.

A charged-trap density $n=10^{18}\ \mathrm{cm^{-3}}$ corresponds to a spacing $n^{-1/3}$ of 10 nm. For randomly placed traps the mean distance to the nearest neighbour is shorter, about 5.5 nm. One positive neighbour 10 nm ahead on the axis lowers the barrier by a further 0.013 eV, measured from the shifted trap level, and multiplies the axial rate by 1.44. This uses optical screening; a permanent charge is screened by the lattice as well, which makes the effect smaller.

Rays whose maxima lie more than 5 nm from the trap, measured along the ray, supply 1.3% of $R$. If the field is normal to the film, these maxima are displaced mainly sideways: their distance along the normal is $r_m\cos\theta=r_s\sqrt{\cos\theta}$, which is less than $r_s$. The backward hemisphere supplies 0.19%. These small shares apply at this field. At $\gamma=1$ and the same temperature and permittivity, $r_s=2a/kT$ is about 21 nm, so the weak-field limit of an isolated trap does not describe a 10 nm film.

### Relation to hafnium dioxide devices

The permittivities are rough typical values for hafnium dioxide, and 400 K is a hot operating condition. The 10 nm thickness suits a capacitor or test film better than a logic gate dielectric of roughly 2 nm. In the latter the saddle calculated for 0.50 MV/cm would lie outside the film. At 3 MV/cm it moves in to about 1.1 nm from the trap, which is still comparable with the film thickness, so the electrodes would have to enter the potential. The field is also well below the several MV/cm that a gate dielectric may carry. At such fields classical escape is not a safe assumption: at 2.00 MV/cm the estimated axial gain and the transverse correction are both large. The model also omits the relaxation of the lattice when a trap is ionized, so it does not show that emission in hafnium dioxide proceeds over a Coulomb barrier; phonon-assisted ionization and tunnelling are competing descriptions. Real traps have a spread of depths as well. A change of 0.1 eV changes the rate by $\exp(0.1/0.03447)$, about 18, but cancels from the classical ratio $R/e^\gamma$.

### Use in a trap network

The rule applies only to a trap that is positively charged when empty ($Z>0$); a trap that is neutral when empty has no Coulomb saddle and no lowering of this form. For each such occupied trap, compute $\Delta$ from the local force and the chosen permittivity, form $\gamma$, and evaluate $R$ by the series, the closed form or the logarithmic form of Part 1. The product $\nu e^{-\Phi/kT}R$ is the total loss rate to the conduction band. It should not be multiplied by a further solid-angle factor. Before the classical rate is accepted, require $\Delta<\Phi$, a saddle inside the film and closer than neighbouring charges, and an axial tunnelling gain near one. These conditions are necessary but not sufficient, because quantization across the saddle and the absence of levels near its top can also invalidate the classical rate. The worked example, with a gain of 1.64 and its lowest hydrogen-like level above the saddle, does not meet them cleanly. Trap-to-trap tunnelling is a separate process with its own rate. The numerical output below lists the values for the example.

## Numbers as computed

```
Optical / static permittivity (rough): 4 / 20
Trap depth (rough): 1.0 eV
Attempt rate (rough): 1e+13 1/s
Temperature: 400 K; kT: 0.03447 eV
Field: 0.50 MV/cm; film: 10 nm
Effective mass (rough): 0.2 electron masses
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Field in atomic units: 9.7235e-05
Axial lowering: 0.2683 eV = 0.009861 hartree
Saddle radius: 2.683 nm
gamma = lowering/kT: 7.784
Frenkel factor exp(gamma): 2402.9
Two-ended line factor: 1202.0
Hartke factor R: 269.5
Hartke / Frenkel: 0.1122
High-field form (gamma-1)/gamma^2: 0.1120
Leading form 1/gamma: 0.1285
Hartke / two-ended line: 0.2243
Zero-field emission rate: 2.515 1/s
Frenkel emission rate: 6043.6 1/s
Two-ended line emission rate: 3023.1 1/s
Hartke emission rate: 677.9 1/s
Equivalent barrier increase: 0.0754 eV
Half-emission angle: 31.6 deg
Its narrow-cone estimate: 34.2 deg
Hartke slope d ln R/d gamma: 0.8888
Apparent permittivity from 1D reading: 5.064
Slope with saddle-sphere flux: 0.6150
Field sweep (gain = axial WKB rate / classical rate):
 0.25 MV/cm: gamma 5.504, exp 245.8, R 37.07, R/exp 0.1508, high-field form 0.1487, gain 1.18
 0.50 MV/cm: gamma 7.784, exp 2403, R 269.5, R/exp 0.1122, high-field form 0.1120, gain 1.64
 1.00 MV/cm: gamma 11.009, exp 6.041e+04, R 4989, R/exp 0.0826, high-field form 0.0826, gain 5.07
 2.00 MV/cm: gamma 15.569, exp 5.774e+06, R 3.471e+05, R/exp 0.0601, high-field form 0.0601, gain 147
Barrier quantum hbar*omega: 0.1192 eV
Parabolic crossover temperature: 220 K
Static screening: gamma 3.481, R 7.237
Transit time to saddle radius: 9.7 fs
Phonon period for 0.05 eV (rough): 82.7 fs
Mean free path (rough): 1.0 nm
Saddle transmission with scattering: 0.493
Charged-trap density (rough): 1e+18 1/cm^3
Mean trap spacing: 10.00 nm
Extra lowering by one neighbour: 0.0127 eV
Rate factor from that neighbour: 1.444
Rate share, maxima beyond half film: 1.27 %
Rate share of backward hemisphere: 0.185 %
```
